Length extrapolation of simulated thermal conductivity in a gray crystal, part 1

(Sections cited here and not found follow in the second part.)

## First half: the linear law from added scattering rates

A model crystal has a bulk thermal conductivity of 100 W/(m K). When heat is driven through it between two reservoirs 50, 100, 200 and 400 nm apart, the conductivities found are 58.5, 73.8, 84.9 and 91.8 W/(m K). Even the longest cell is 8 % below the bulk value. Yet if the four inverse conductivities are plotted against inverse length and a least-squares straight line is drawn through them, the line meets the axis of infinite length at a resistivity whose inverse is 99.96 W/(m K), or 99.93 if the values are first rounded to the three digits shown. Four values that are each wrong by between 8 and 41 % contain the right one to better than 0.1 %. Two things need an explanation: why the inverse conductivity is so nearly linear in inverse length, and why the intercept is the bulk resistivity.

**Setting and assumptions**

In nonequilibrium molecular dynamics a hot and a cold region are maintained in a cell, and the steady heat flux between them is recorded. The crystal and its reservoirs are described here by a kinetic model with these assumptions.

(A1) The crystal is gray. All phonons have the same group speed v and the same mean free path Λ between intrinsic scattering events. Their heat capacity per volume is C, and their directions fill the sphere uniformly in equilibrium. C, v and Λ do not depend on the length of the cell.

(A2) Intrinsic scattering conserves energy and sends a phonon into a random direction.

(A3) The reservoirs are planes at x = 0 and x = L. Each absorbs every phonon that reaches it and emits phonons with the thermal distribution of its own temperature, T_h at x = 0 and T_c at x = L.

(A4) The difference ΔT = T_h − T_c is small enough for all responses to be linear, the state is steady, and nothing varies across the heat flow.

The simulated conductivity is defined with the full difference between the reservoirs:

k(L) = q L/ΔT,   (1)

where q is the heat flux, positive toward increasing x. This choice matters, and the second half shows what happens if the temperature gradient inside the cell is used instead.

Let μ be the cosine of the angle between a phonon's direction and the x axis. The energy carried by phonons of direction μ is expressed as a temperature g(x, μ): it is the temperature at which an equilibrium crystal would have that energy in that direction. For directions spread uniformly over the sphere, μ is spread uniformly between −1 and 1, so the average over directions is half the integral over μ. The local temperature and the heat flux are therefore

θ(x) = ½ ∫₋₁¹ g dμ,  q = (C v/2) ∫₋₁¹ μ g dμ.   (2)

In the second formula C g is an energy per volume and v μ is its velocity along x. A part of g that does not depend on μ gives no flux, so the zero of temperature may be chosen freely.

Along its path a phonon population relaxes toward the local average over the distance Λ. The steady Boltzmann equation is

Λ μ ∂g/∂x = θ − g.   (3)

Integrating (3) over μ gives zero on the right, by the definition of θ. Hence ∫ μ g dμ does not depend on x, and the flux q is the same everywhere in the cell, as energy conservation demands.

**Theorem 1.** Assume (A1) to (A4). Assume further that the effect of the reservoirs can be represented by a second, independent scattering process with one mean free path Λ_R, whose rate adds to the intrinsic rate, and that Λ_R is fixed by the flux in the absence of intrinsic scattering. Then

1/k(L) = 1/k_b + 4/(C v L),  k_b = C v Λ/3.   (4)

The inverse simulated conductivity is linear in 1/L, and its intercept at 1/L = 0 is the bulk resistivity 1/k_b.

The further assumption is an approximation. A reservoir is met at a fixed place and not at random along the path. Theorem 1 states what follows from the approximation, and Theorem 2 in the second half states what survives without it. The proof of Theorem 1 uses three lemmas.

**Lemma 1 (bulk conductivity).** In a crystal without boundaries and with a uniform temperature gradient, q = −k_b dθ/dx with k_b = C v Λ/3.

Proof. Let θ be linear in x, with constant slope θ′. Try

g = θ − Λ μ θ′.   (5)

The average of the second term over μ vanishes, so the average of g is θ, as (2) requires. The left side of (3) is Λ μ θ′, because the second term of (5) does not depend on x. The right side is θ − g = Λ μ θ′. The two sides agree. Inserting (5) into the flux formula, the term θ drops out because μ is odd, and

q = −(C v/2) Λ θ′ ∫₋₁¹ μ² dμ = −(C v/2) Λ θ′ · (2/3) = −(C v Λ/3) θ′.   (6)

This is Fourier's law with the stated k_b. ∎

The factor 1/3 is the average of μ² over the sphere. One power of μ comes from the velocity along the gradient, and the other from the distance along x over which the phonon has carried its temperature.

**Lemma 2 (competing events).** If two independent processes interrupt a path at random, with mean free paths Λ and Λ_R, the mean free path under both is Λ_e, where

1/Λ_e = 1/Λ + 1/Λ_R.   (7)

Proof. For a process with a constant probability ds/Λ of interruption in each short distance ds, the probability P of surviving a distance s obeys dP/ds = −P/Λ with P(0) = 1, so P = exp(−s/Λ). For independent processes the survival probabilities multiply:

exp(−s/Λ) exp(−s/Λ_R) = exp[−s(1/Λ + 1/Λ_R)].   (8)

This is again an exponential, with the inverse length (7). The mean of the free path is the integral of the survival probability over s from 0 to infinity, which is Λ_e. ∎

Multiplying (7) by v turns it into a sum of scattering rates. The lemma needs both processes to be without memory. Intrinsic scattering is so by assumption. For the reservoirs, a phonon at position x with μ > 0 reaches the cold plane after the definite distance (L − x)/μ. Replacing this definite distance by an exponentially distributed one is the approximation in Theorem 1.

**Lemma 3 (reservoir path).** Without intrinsic scattering, q = C v ΔT/4. The mean free path that reproduces this flux through the bulk formula is Λ_R = 3L/4.

Proof. Phonons with μ > 0 all come straight from the hot plane, so g = T_h for them. Phonons with μ < 0 all come from the cold plane, so g = T_c. By (2),

q = (C v/2) [T_h ∫₀¹ μ dμ + T_c ∫₋₁⁰ μ dμ] = (C v/2) (T_h/2 − T_c/2) = C v ΔT/4.   (9)

By definition (1), the conductivity is then C v L/4. Setting it equal to C v Λ_R/3 gives Λ_R = 3L/4. ∎

**Proof of Theorem 1.** With both processes present, Lemma 1 is used with Λ_e in place of Λ, so k(L) = C v Λ_e/3. Take the inverse and insert Lemma 2 and then Lemma 3:

1/k(L) = [3/(C v)] (1/Λ + 1/Λ_R)
= 3/(C v Λ) + [3/(C v)] · 4/(3L)
= 1/k_b + 4/(C v L).   (10)

The first term does not contain L, and the second is proportional to 1/L. As L grows without limit the second term vanishes and 1/k_b remains. ∎

**Remark 1 (what fixes the intercept and what fixes the slope).** The intercept needs only that the reservoir rate is proportional to 1/L. Suppose that another argument gave Λ_R = L/γ with some number γ. The steps of (10) would then give

1/k(L) = 1/k_b + 3γ/(C v L).   (11)

The slope changes with γ and the intercept does not. The choice γ = 4/3 comes from the ballistic flux. Within this approximation the slope 3γ/(C v) does not contain Λ, because Λ_R is taken to depend on L alone. The second half shows that scattering near the walls changes the numerical coefficient of the slope.

**Remark 2 (limits).** Multiply (4) by k_b and use k_b/(C v) = Λ/3:

k_b/k(L) = 1 + 4Λ/(3L).   (12)

For L much larger than Λ the conductivity approaches the bulk value from below, with a relative deficit of about 4Λ/(3L). This falls slowly. By (12), a deficit of at most one tenth requires k/k_b ≥ 9/10, hence 4Λ/(3L) ≤ 1/9, hence L ≥ 12Λ. For L much smaller than Λ, the second term of (12) dominates and k(L) ≈ C v L/4. The flux is then C v ΔT/4 for every length, and the conductivity is proportional to L merely because (1) multiplies the flux by L.

**Remark 3 (periodic cells).** In a periodic cell of length L_p, a thin hot region and a thin cold region may be placed half a cell apart. Heat then leaves the source in both directions. If the power is P and the cross-section is A, each path carries q = P/(2A), and its length is L = L_p/2. If both regions absorb all phonons that reach them, each path is a cell of the kind treated here, and (4) becomes

1/k = 1/k_b + 8/(C v L_p).   (13)

Against 1/L_p the slope is twice as large, and the intercept is the same.

**Example, first part.** The parameters behind the opening numbers are round values for a model crystal: C = 2.0×10⁶ J/(m³ K), v = 6000 m/s and Λ = 25 nm. The product C v is 1.2×10¹⁰ W/(m² K). Lemma 1 gives

k_b = 1.2×10¹⁰ × 25×10⁻⁹/3 = 100 W/(m K),

so the bulk resistivity is 0.0100 m K/W. The slope in (4) is 4/(1.2×10¹⁰) = 3.33×10⁻¹⁰ m² K/W.

For L = 100 nm the reservoir path is 75 nm. The combined path follows from 1/25 + 1/75 = 4/75, which gives 18.75 nm. The conductivity is smaller than the bulk value by the ratio 18.75/25 = 0.75, so k = 75.0 W/(m K). The same steps give 60.0, 85.7 and 92.3 W/(m K) at 50, 200 and 400 nm. These values lie slightly above the opening ones, which come from solving the Boltzmann equation (3) with the walls in their true places. At 100 nm the law exceeds that solution by 75.0/73.8 − 1, or 1.6 %.

**A second road to the same law**

Equation (4) can also be reached without treating the reservoirs as scatterers. This second derivation represents the extra resistance by temperature jumps at the walls.

**Proposition 1 (wall jumps).** Suppose that inside the cell g has the form

g = θ(x) + 3 q μ/(C v),   (14)

and that at each wall the energy flux carried by the entering phonons equals the flux which the reservoir emits. Then the crystal's temperature differs from that of the reservoir by 2q/(C v) at each wall, and (4) follows.

Proof. The coefficient of μ in (14) is the one that makes the flux equal to q, since (C v/2) · [3q/(C v)] · (2/3) = q. Inserting (14) into (3) gives Λ μ θ′ = −3 q μ/(C v), which is q = −k_b θ′. The form therefore satisfies the Boltzmann equation inside the cell. It cannot satisfy the condition g = T_h for every entering direction at the hot wall, because it varies with μ. One condition on the total entering flux is imposed in its place.

At x = 0 the entering phonons have μ > 0. Their flux is

(C v/2) ∫₀¹ μ [θ(0) + 3 q μ/(C v)] dμ = C v θ(0)/4 + q/2.   (15)

The reservoir emits C v T_h/4. Equating the two gives

T_h − θ(0) = 2q/(C v).   (16)

At x = L the entering phonons have μ < 0, and their flux into the crystal is counted with |μ|:

(C v/2) ∫₋₁⁰ |μ| [θ(L) + 3 q μ/(C v)] dμ = C v θ(L)/4 − q/2.   (17)

The minus sign appears because μ is negative over the whole range. Equating this to C v T_c/4 gives

θ(L) − T_c = 2q/(C v).   (18)

The interior drop is θ(0) − θ(L) = q L/k_b. The sum of the three drops is the reservoir difference:

ΔT = q L/k_b + 4q/(C v).   (19)

Dividing by q L gives (4). ∎

Equation (19) describes thermal resistances in series: one proportional to the length, and two fixed ones at the walls. Dividing a fixed resistance by L to form a resistivity produces the term in 1/L. The extrapolation to 1/L = 0 makes the wall resistance negligible against that of the crystal.

**Example, second part.** Let ΔT = 20 K and L = 100 nm. The law gives q = 75 × 20/10⁻⁷ = 1.50×10¹⁰ W/m². Each wall jump is 2 × 1.50×10¹⁰/(1.2×10¹⁰) = 2.5 K. Of the 20 K applied, 5 K are lost at the walls and 15 K drop inside the crystal. The interior gradient of 0.15 K/nm, multiplied by the bulk conductivity of 100 W/(m K), gives back 1.50×10¹⁰ W/m². In this approximation the whole crystal conducts with its bulk conductivity. The value of 75 W/(m K) arises because definition (1) also charges the crystal with the two jumps.

## Second half: what the Boltzmann equation keeps of the law

The symbols are those of the first half. A gray crystal with heat capacity C per volume, speed v and intrinsic mean free path Λ fills the space between absorbing reservoirs at x = 0 (hot) and x = L (cold). The direction cosine is μ, the temperature of phonons with that direction is g, and its average over directions is θ. The simulated conductivity is k = q L/ΔT, with the full reservoir difference ΔT, and the bulk value is k_b = C v Λ/3. Adding a reservoir scattering rate to the intrinsic one gave

k_b/k = 1 + (4/3) Λ/L.   (20)

The added rate was an approximation. Here the reservoirs are kept as boundary conditions and the Boltzmann equation is solved. Lengths are measured in mean free paths, s = x/Λ and H = L/Λ. Temperatures are measured from the mean of the two reservoirs in units of ΔT, so that entering phonons have g = ½ at s = 0 and g = −½ at s = H.

Treating the reservoirs either as an added scattering rate or as temperature jumps at the walls gives an inverse conductivity linear in 1/L, with the bulk resistivity as its intercept. Both routes are approximate, so it remains to solve the Boltzmann equation with the reservoirs as boundary conditions and see what survives of the law, and then to ask what changes when the crystal is not gray.
